# Why band nonparabolicity lowers the mobility of heavily doped oxides

Suppose that the mobility of a degenerate oxide film is compared with an ionized-impurity formula containing the band-edge mass. For the example below, that formula gives 201 cm²/Vs, while the nonparabolic band gives 129 cm²/Vs. The difference could be mistaken for a 56% excess of charged defects. Correcting the parabolic result by the inverse square of the mass ratio overshoots the other way, to 71 cm²/Vs.

The heavier Fermi-level mass does reduce the acceleration. It also supplies more final states for scattering, but the same nonparabolicity strengthens screening and weakens large-angle scattering. In this example the scattering rate is nearly unchanged, so the mobility loss comes mainly from the reduced acceleration, not from stronger scattering.

## The band and its two consequences

Atomic units are used in the algebra ($\hbar=e=m_e=1$), with energy $E$ measured from the conduction-band edge. The model is isotropic and has no spin-orbit coupling. An $s$ orbital at energy zero couples to $p$ orbitals at $-E_K$. For wavevector $\mathbf k$, only the $p$ orbital pointing along $\mathbf k$ couples:

$$H=\begin{pmatrix}0&iPk\\-iPk&-E_K\end{pmatrix},\qquad E(E+E_K)=P^2k^2 .$$

Divide by $E_K$, set $\alpha=1/E_K$, and define the edge mass by $P^2/E_K=1/(2m_0)$:

$$E(1+\alpha E)=\frac{k^2}{2m_0}.$$

Differentiation gives $(1+2\alpha E)\,dE/dk=k/m_0$. The velocity is therefore $v=k/m$, with

$$m=m_0s,\qquad s=1+2\alpha E=\sqrt{1+\frac{2\alpha k^2}{m_0}} .$$

The square root follows from $s^2=1+4\alpha E(1+\alpha E)$. From here on, $k$, $m$ and $s$ are taken at the Fermi level.

The second consequence concerns the wavefunction. If $a$ and $c$ are the $s$ and $p$ amplitudes, the lower row of the eigenvalue equation gives $c=-iPka/(E+E_K)$. Hence $|c|^2/|a|^2=E/(E+E_K)$, and normalization gives the $p$ weight

$$b^2=\frac{E}{2E+E_K}=\frac{\alpha E}{1+2\alpha E}=\frac12\left(1-\frac1s\right).$$

For scattering through an angle $\theta$ on the Fermi sphere, the $s$ parts overlap fully and the $p$ parts by $\cos\theta$. With $u=1-\cos\theta$, the squared overlap is

$$\left[(1-b^2)+b^2\cos\theta\right]^2=(1-b^2u)^2 .$$

It is one for forward scattering and smaller for backscattering. A smooth impurity potential does not flip the spin in this model.

## Which mass accelerates

A force $F$ acting for a relaxation time $\tau$ displaces the Fermi sphere by $\Delta k=F\tau$. The extra electrons lie in a surface layer of thickness $\Delta k\cos\vartheta$, where $\vartheta$ is measured from the force. Each contributes velocity $v\cos\vartheta$ along it. With spin included, the mean drift velocity is

$$\frac{1}{n}\frac{2}{(2\pi)^3}\,vk^2\Delta k\int\cos^2\vartheta\,d\Omega
=\frac{vk^2\Delta k}{3\pi^2n}=\frac{\Delta k}{m},$$

because the angular integral is $4\pi/3$, $n=k^3/(3\pi^2)$ and $v=k/m$. The mobility is therefore $\mu=\tau/m$. The relevant mass is $k/v$, not the inverse curvature of the band at the Fermi level.

The parabolic and Kane bands are compared at fixed density, hence at the same $k=(3\pi^2n)^{1/3}$, with the same edge mass and static permittivity $\varepsilon$.

## The scattering rate

The density of states, including spin, is

$$\frac{dn}{dE}=\frac{k^2}{\pi^2v}=\frac{mk}{\pi^2}.$$

In static Thomas-Fermi screening, a slowly varying potential energy $V$ changes the electron density by $-V\,dn/dE$. Poisson's equation then gives the inverse screening length $\lambda$ and the potential of a singly charged donor:

$$\lambda^2=\frac{4\pi}{\varepsilon}\frac{dn}{dE}=\frac{4mk}{\pi\varepsilon},\qquad
V_q=-\frac{4\pi}{\varepsilon(q^2+\lambda^2)} .$$

An elastic collision transfers $q^2=2k^2u$, so

$$q^2+\lambda^2=2k^2(u+\delta),\qquad \delta=\frac{\lambda^2}{2k^2}=\frac{2m}{\pi\varepsilon k}.$$

A collision removes the fraction $u$ of the initial forward momentum. For random, independent donors of density $n$, all ionized, the first Born approximation gives

$$\frac1\tau=2\pi n\,\frac{mk}{2\pi^2}\,\frac12\int_0^2du\,u\,|V_q|^2(1-b^2u)^2 .$$

The factor $mk/(2\pi^2)$ is the density of states for one spin, and the half averages over directions. Since $|V_q|^2=4\pi^2/[\varepsilon^2k^4(u+\delta)^2]$, the prefactor becomes $2\pi nm/(\varepsilon^2k^3)$. Inserting $n=k^3/(3\pi^2)$ gives

$$\frac1\tau=\frac{2mW}{3\pi\varepsilon^2},\qquad
\mu=\frac{3\pi\varepsilon^2}{2m^2W},$$

$$W=I_1-2b^2I_2+b^4I_3,\qquad I_j=\int_0^2\frac{u^j\,du}{(u+\delta)^2}.$$

To evaluate the integrals, put $w=u+\delta$ and expand $(w-\delta)^j/w^2$. The pieces are $\int dw/w=L=\ln(1+2/\delta)$, $\int dw/w^2=2/[\delta(2+\delta)]$, $\int dw=2$ and $\int w\,dw=2+2\delta$. Thus

$$I_1=L-\frac{2}{2+\delta},\qquad
I_2=2-2\delta L+\frac{2\delta}{2+\delta},$$

$$I_3=2-4\delta+3\delta^2L-\frac{2\delta^2}{2+\delta}.$$

## When a heavier mass lowers the mobility

First omit the overlap by setting $b^2=0$. With $\xi=2/\delta$, $I_1=\ln(1+\xi)-\xi/(1+\xi)$. At fixed density $\xi\propto1/m$, so

$$\frac{d\ln\mu}{d\ln m}=-2+\frac{1}{I_1}\left(\frac{\xi}{1+\xi}\right)^2 .$$

This exponent is negative. Both $2I_1$ and $[\xi/(1+\xi)]^2$ vanish at $\xi=0$, but their derivatives are $2\xi/(1+\xi)^2$ and $2\xi/(1+\xi)^3$, so the first grows faster. The exponent approaches $-2$ for weak screening and zero for strong screening.

The overlap changes the second limit. Let $R$ be the Kane mobility divided by the parabolic one. Near $s=1$, $db^2/ds=1/2$, so the term $-2b^2I_2$ changes $W$ at the rate $-I_2$. Therefore

$$\left.\frac{d\ln R}{ds}\right|_{s=1}
=-2+\frac{[\xi/(1+\xi)]^2+I_2}{I_1}.$$

For weak screening this tends to $-2$, but only logarithmically in $\xi$; at $\xi\approx18$, the value in the example below, it is about $-0.83$. For strong screening, $I_1\to2/\delta^2$, $I_2\to8/(3\delta^2)$ and $\xi^2=4/\delta^2$, so the slope tends to $+4/3$: the formula predicts a higher mobility. The sign changes at $\xi=2.50$.

With $a=\varepsilon/m_0$ the donor Bohr radius and $\xi=\pi ka$, this crossing lies at $n^{1/3}a=2.50/[\pi(3\pi^2)^{1/3}]\approx0.26$. That is close to the rough Mott criterion of 0.25, where a metallic Born calculation is no longer reliable. The predicted enhancement should not be used for design. Well inside the metallic range, the model gives suppression for the parameters below.

## A heavily doped example

Take $m_0=0.2$, $\alpha=0.4$ eV⁻¹, $\varepsilon=9$ and $n=5\times10^{20}$ cm⁻³. These are round values in the rough regime of tin-doped indium oxide. Here $\alpha$ describes the dispersion: $1/\alpha=2.5$ eV is not the gap of indium oxide, which is about 2.9 eV or more, so the $p$ weight below belongs to the model and is not a calculated property of the oxide. The Fermi wavevector is 2.455 nm⁻¹, or 0.1299 in atomic units, and $k^2/(2m_0)$ is 1.149 eV. Then

$$s=\sqrt{1+4(0.4)(1.149)}=1.685,\qquad
E_F=\frac{s-1}{2\alpha}=0.856\ \text{eV}.$$

The Fermi mass is $m=0.3369$, the $p$ weight is $b^2=0.2032$, and

$$\delta=\frac{2(0.3369)}{\pi(9)(0.1299)}=0.183,$$

$$W=1.5609-2(0.2032)(1.2594)+(0.2032)^2(1.4855)=1.110,$$

$$\mu=\frac{3\pi(9)^2}{2(0.3369)^2(1.110)}\approx3030\ \text{a.u.}=129\ \text{cm}^2/\text{Vs}.$$

The parabolic band has $W=2.015$ and $\mu=201$ cm²/Vs. The mobility ratio separates into

$$R=\underbrace{0.594}_{\text{acceleration}}\times
\underbrace{0.594}_{\text{final states}}\times
\underbrace{1.291}_{\text{screening}}\times
\underbrace{1.406}_{\text{overlap}}=0.640 .$$

Screening is applied before overlap; reversing the order would change their separate shares but not the product. The last three factors multiply to 1.08, so the relaxation time rises slightly, from 22.9 to 24.7 fs. Without the overlap it would fall to 17.6 fs, a 30% increase in scattering rate. The statement that a larger mass increases scattering therefore depends on how the nonparabolicity arises. It holds here if the mass changes without orbital mixing, but not in the Kane-Born calculation with that mixing.

The density dependence at fixed $m_0$, $\alpha$ and $\varepsilon$ is:

| $n$ (cm⁻³) | Kane $\mu$ (cm²/Vs) | mobility ratio | scattering-rate ratio |
|---|---:|---:|---:|
| $1\times10^{20}$ | 223 | 0.85 | 0.92 |
| $2\times10^{20}$ | 180 | 0.77 | 0.92 |
| $5\times10^{20}$ | 129 | 0.64 | 0.93 |
| $1\times10^{21}$ | 96 | 0.53 | 0.96 |

In this model the Kane scattering rate exceeds the parabolic one only above about $1.9\times10^{21}$ cm⁻³. Tenfold doping from the first row to the last raises $n\mu$, and hence conductivity, by a factor of 4.3.

## How firm the numbers are

The small change in scattering rate is less secure than the mobility loss. Replacing Thomas-Fermi screening by the wavevector-dependent response of the conduction band, with its overlaps, gives a mobility ratio of 0.60 and a rate ratio of 0.99. A partial-wave calculation for an attractive donor, without band overlap, gives transport cross-sections above Born by 9% for the edge mass and 18% for the Fermi mass. It lowers the no-overlap mobility ratio from 0.455 to 0.42. That estimate leaves out the orbital mixing, so it does not bound the correction for the Kane band. Both corrections raise the Kane rate relative to the parabolic one: multiplied together they give $0.99\times1.18/1.09\approx1.07$, which reverses the sign of the 7% change. For the pure Kane band, the safer conclusion is that the rate is unchanged to within roughly 15%, which is small beside the 41% loss from reduced acceleration, and that the Born mobilities are overestimates for attractive donors.

The free-electron kinetic term omitted from the Kane Hamiltonian matters more. Adding it at fixed edge mass and Kane gap reduces the Fermi mass to 0.282 and moves the mobility ratio to 0.79. If the Fermi mass is instead held at 0.337, which at the same edge mass requires reducing the Kane gap from 2.5 to about 1.17 eV, the ratio is 0.70. Dividing the inverse mass ratio by the mobility ratio shows that the scattering rate is then about 10% and 15% below the parabolic one, respectively. The loss is thus sensitive to the actual dispersion and orbital mixing, not just to a quoted gap. A gap of 1.17 eV is far below that of indium oxide, so a single $s$-$p$ coupling across the gap does not by itself account for a Fermi mass of 0.337 in that material, and the overlap factor of the real band may differ from the model value.

Thermal smearing at 300 K changes the Kane mobility by less than 1%. Polar optical phonons have a larger effect. An unscreened, quasi-elastic estimate with a phonon energy of 0.05 eV and a high-frequency permittivity of 4 gives a phonon rate about one third of the Kane impurity rate. The mobility then falls to about 97 cm²/Vs, and the Kane-to-parabolic ratio becomes 0.62. This estimate overstates the phonon effect: the electron plasma energy, about 0.7 eV, is far above the phonon energy, so the carriers also screen the polar field.

Real tin-doped indium oxide films often have mobilities of roughly 30 to 50 cm²/Vs, well below the model value. Full ionization by isolated, singly charged donors is one assumption that such films can break. If one acceptor is present for every five donors, the charged-centre density is $(1+0.2)/(1-0.2)=1.5$ times $n$; at fixed $n$, the Born mobility falls from 129 to 86 cm²/Vs. If all donors were doubly charged, half as many would each scatter four times as strongly, giving about 64 cm²/Vs, although Born theory is less reliable there. Clustering, neutral defects and grain boundaries are also absent. The calculated product of $k$ and mean free path is 51, which supports a band-transport description of the model, but the mean donor spacing of 1.26 nm is less than twice the screening length of 0.67 nm. Independent scattering is therefore an approximation.

## Using the result

For a degenerate film with an approximately isotropic band:

- Determine $m=k/v$ at the operating density. Free-carrier optical response can supply it if the density is known independently and interband effects are separated, because a uniform field displaces the same Fermi sphere.
- Use that mass in the acceleration, density of states and screening together. Changing it in only one place mixes two different bands. The near-cancellation in the scattering rate found above also requires the Bloch overlap.
- Include the Bloch overlap from a band calculation when possible. In the example, omitting it lowers the Born mobility from 129 to 92 cm²/Vs; scattering beyond Born by attractive donors lowers both values.
- Infer excess charged defects only after these corrections and an estimate of phonon scattering. Even then, the result depends on defect charge and spatial correlation.

The numerical output gives the intermediate values and the separate estimates of neglected effects.

## Computed values

```
edge mass 0.2 m_e; alpha 0.4 1/eV; Kane gap 2.50 eV
static permittivity 9.0; density 5.0e+20 cm^-3
Fermi wavevector 2.455 1/nm = 0.1299 a.u.
Fermi energy: parabolic 1.149, Kane 0.856 eV
mass ratio s 1.685; Fermi mass 0.3369 m_e; p weight 0.2032
delta: parabolic 0.1089, Kane 0.1834
xi=2/delta: parabolic 18.37, Kane 10.90
screening length: parabolic 0.873, Kane 0.672 nm
Kane I1, I2, I3: 1.5609 1.2594 1.4855
W: parabolic 2.0153, Kane no overlap 1.5609, full 1.1105
scattering time: parabolic 22.91 fs
scattering time: Kane no overlap 17.56 fs
scattering time: Kane full 24.68 fs
mobility: parabolic 201.4 cm2/Vs = 4735.0 a.u.
mobility: Kane no overlap 91.7 cm2/Vs
mobility: Kane full 128.8 cm2/Vs = 3028.3 a.u.
mobility factor, acceleration 0.5936
mobility factor, final states 0.5936
mobility factor, screening 1.2911
mobility factor, overlap 1.4057
mobility ratio: 1/s^2 0.3524, no overlap 0.4550
mobility ratio: full 0.6395
scattering-rate ratio: no overlap 1.3047, full 0.9282
local mass exponent at Fermi mass, no overlap -1.462
mobility slope changes sign at xi 2.502, n 1.26e+18 cm^-3
rough Mott density (n^(1/3) a = 0.25) 1.16e+18 cm^-3
net scattering rate rises above n 1.89e+21 cm^-3
density cm^-3 | parabolic, Kane cm2/Vs | mobility, rate ratios
1e+20 | 262.2, 223.2 | 0.851, 0.920
2e+20 | 232.6, 179.6 | 0.772, 0.916
5e+20 | 201.4, 128.8 | 0.640, 0.928
1e+21 | 182.4, 96.4 | 0.528, 0.956
Neglected effects at the example density:
q-dependent screening: 195.1, 116.8 cm2/Vs
  mobility ratio 0.598, rate ratio 0.992
partial-wave/Born cross-section: m0 1.091, mF 1.178
  no-overlap mobility ratio beyond Born 0.422
300 K: 201.9, 129.0 cm2/Vs; ratio 0.639
phonon inputs: 0.05 eV, high-frequency permittivity 4.0
phonon/impurity rate: parabolic 0.284, Kane 0.335
with phonons: 156.9, 96.5 cm2/Vs
  mobility ratio with phonons 0.615
free-electron term, same gap: mass 0.2821 m_e, ratio 0.792
free-electron term, same Fermi mass: ratio 0.698
mean free path 20.82 nm; times kF 51.1
mean donor spacing n^(-1/3) 1.260 nm
```
